# Dimerization and field-induced gaps of the spin-1/2 chain

**Question.** A spin-1/2 antiferromagnetic chain is gapless. Its dimerization and its staggered magnetization both have scaling dimension $x=1/2$. How do the gap and the energy gain grow when either one is weakly imposed? What does this imply for a chain on an elastic lattice, and for a chain with a staggered Dzyaloshinskii-Moriya interaction in a uniform magnetic field? Estimate both gaps for an exchange $J/k_B=20$ K.

**Answer.** Apart from logarithms discussed at the end, the gap grows as the 2/3 power of the perturbation and the energy gain as the 4/3 power. An elastic lattice of classical, static atoms therefore dimerizes at zero temperature, and with the staggered Dzyaloshinskii-Moriya term a weak uniform field $H$ perpendicular to the Dzyaloshinskii-Moriya vector opens a gap proportional to $H^{2/3}$; a field along that vector induces no staggered field. For the parameters below, which include a second-neighbour exchange $J_2=0.241J$, the gaps are about 13 K for the lattice (with the atoms held at their ground-state distortion), and 2.6 K and 4.1 K in fields of 5 T and 10 T.

### The model

Set $\hbar=1$ and the lattice spacing to 1. The unperturbed chain is

$$
\mathcal H_0=\sum_j\left(J\,\mathbf S_j\cdot\mathbf S_{j+1}+J_2\,\mathbf S_j\cdot\mathbf S_{j+2}\right),
$$

and the two perturbations are

$$
\delta J\sum_j(-1)^j\mathbf S_j\cdot\mathbf S_{j+1},\qquad -h\sum_j(-1)^jS_j^z .
$$

Let $g$ stand for $|\delta|$ or $|h|/J$. The low-energy theory contains a marginal coupling between left- and right-moving spin currents. It vanishes at a critical $J_2$, found numerically to be $0.241J$ from the crossing of the lowest singlet and triplet excitations. Pure powers hold there, so this is the chain used for the numbers; the case $J_2=0$ comes last.

On a ring of $L$ sites, an operator of dimension $x$ creates a state at energy $2\pi vx/L$ above the ground state, where $v$ is the velocity. The spin current has $x=1$, and its state at momentum $2\pi/L$ gives $v=1.175J$. The lowest triplet and singlet at momentum $\pi$ then give $x=0.500$ and $0.501$, which confirms the starting point.

### The gap

In space and imaginary time, with $r^2=\xi_x^2+v^2\tau^2$ for separation $\xi_x$ and time $\tau$, the operator $O$ has correlations $\langle O(r)O(0)\rangle\sim r^{-2x}$. Under a change of length scale by $b$, the area element contributes $b^2$ and the operator $b^{-x}$. The dimensionless coupling becomes

$$
g(b)=g\,b^{2-x}=g\,b^{3/2}.
$$

The perturbation stops being weak when $g(b)\sim1$. This defines the correlation length, and the gap is the energy belonging to that length:

$$
\xi\sim g^{-2/3},\qquad \Delta\sim\frac{v}{\xi},\qquad \Delta=BJg^{2/3}.
$$

The number $B$ depends on how the lattice operator is normalized in the continuum, so scaling alone does not fix it. Diagonalization of an 18-site ring at $g=0.1$ gives gaps $0.466J$ for dimerization and $0.424J$ for the staggered field. Since $0.1^{2/3}=0.215$, the effective amplitudes are

$$
B_\delta=\frac{0.466}{0.215}\simeq2.17,\qquad B_h=\frac{0.424}{0.215}\simeq1.97 .
$$

Between $g=0.1$ and $0.2$ the measured powers are 0.668 and 0.642, against 0.667 expected. These figures still depend on the ring size: on 20 sites the gaps at $g=0.1$ fall to $0.465J$ and $0.421J$ and the powers rise to 0.674 and 0.652, so the amplitudes are uncertain at the level of about 1 percent and the close match of 0.668 with 2/3 is partly accidental.

The scaling form also applies when $\xi$ is not small compared with the ring. There $L\Delta$ should depend on $g$ and $L$ through $gL^{3/2}$. The change of $L\Delta$ caused by the perturbation was compared on rings of 12 and 18 sites at equal $gL^{3/2}$. The two agree within 1 percent for both perturbations.

### The energy gain

The first-order energy vanishes, because translation by one site reverses the sign of $O$. Second-order perturbation theory lowers the energy per site by

$$
\varepsilon=\frac{(gJ)^2}{2}\int dx\,d\tau\,\langle O O\rangle .
$$

Write $\langle OO\rangle=C/r$, use $dx\,d\tau=d^2r/v$, and integrate over angles:

$$
\varepsilon\simeq\frac{g^2J^2}{2v}\int_{a}^{\xi}2\pi r\,dr\,\frac{C}{r}
=\frac{\pi CJ^2}{v}\,g^2(\xi-a).
$$

Here $a$ is a length of the order of the lattice spacing. The upper cutoff is needed because the integral diverges at long distance; beyond $\xi$ the perturbed correlations no longer follow the $1/r$ law. With $\xi\sim g^{-2/3}$ the first part is proportional to $g^{4/3}$. The second comes from short distances and is an ordinary $g^2$ term, whose coefficient the continuum theory cannot supply. Thus

$$
\varepsilon=AJg^{4/3}+RJg^2+\ldots
$$

The leading part scales as $\Delta^2/v$, the energy density of one gap per correlation length. A second check comes from the induced order, $\partial\varepsilon/\partial g\sim g^{1/3}$. It agrees with $\langle O\rangle\sim\xi^{-x}\sim(g^{2/3})^{1/2}$.

The ratio of the $g^2$ term to the leading one is $(R/A)\,g^{2/3}$, and $g^{2/3}$ is still 0.2 at $g=0.1$; with the amplitudes found below the ratio there is about $-0.1$ for dimerization and $-0.05$ for the staggered field. It must be removed before the numbers are read. Since $(2g)^2=4g^2$,

$$
4\varepsilon(g)-\varepsilon(2g)=\left(4-2^{4/3}\right)AJg^{4/3}.
$$

For dimerization, the gains at $g=0.1$ and $0.2$ are $0.02278J$ and $0.05376J$. With $4-2^{4/3}=1.480$ and $0.1^{4/3}=0.0464$,

$$
A_\delta=\frac{4(0.02278)-0.05376}{1.480\times0.0464}\simeq0.544,
\qquad
R_\delta=\frac{0.02278-0.544\times0.0464}{0.01}\simeq-0.25 .
$$

The same steps give $A_h=0.458$. With a third coupling, $g=0.4$, the exponent can be measured after the elimination: 1.29 for dimerization and 1.32 for the staggered field, against 1.333. Without the elimination the values are 1.24 and 1.29. The remaining differences contain finite-size errors and higher corrections, which these data do not separate.

The two perturbations are related. At the critical $J_2$, left and right currents can be rotated independently without changing the low-energy Hamiltonian. Rotating one of them by $\pi$ about $z$ turns the dimerization into the staggered magnetization along $z$, up to a sign. The lattice normalizations differ, but they enter $A$ as the square of their effect on $B$. They cancel in $Av/(JB^2)$, which is found to be 0.136 and 0.139 on 18 sites and 0.137 and 0.141 on 20 sites, equal within a few percent.

### A chain on an elastic lattice

Let the atoms be classical and static, and let a dimerization $\delta>0$ cost elastic energy $K\delta^2/2$ per site. The regular magnetic term has the same form, so it only changes the elastic constant:

$$
E(\delta)=-AJ\delta^{4/3}+\tfrac12K'\delta^2,\qquad K'=K-2RJ .
$$

Assume $K'>0$. For small $\delta$ the 4/3 power is larger than the square, so the uniform lattice is unstable however stiff it is. This is the Cross-Fisher result. Setting the derivative to zero,

$$
\tfrac43AJ\delta_0^{1/3}=K'\delta_0
\quad\Longrightarrow\quad
\delta_0=\left(\frac{4AJ}{3K'}\right)^{3/2}.
$$

The second derivative there is $K'-\frac49AJ\delta_0^{-2/3}=K'-\frac13K'>0$, so this is a minimum. The elastic cost is $\frac12K'\delta_0^2=\frac23AJ\delta_0^{4/3}$, which leaves a net gain of $\frac13AJ\delta_0^{4/3}$. The spin gap with the atoms held at this distortion is

$$
\Delta=BJ\delta_0^{2/3}=\frac{4ABJ^2}{3K'} .
$$

A stiffer lattice thus reduces the gap as $1/K'$, a power law.

Take $K=2J$. Then $K'=2.49J$, and

$$
\delta_0=\left(\frac{4\times0.544}{3\times2.49}\right)^{3/2}\simeq0.157,
\qquad
\Delta\simeq2.17\,(0.157)^{2/3}J\simeq0.63J .
$$

For $J/k_B=20$ K this is about 13 K, or 1.1 meV. This is the gap at fixed distortion. If the atoms may relax around the excitation, its energy can only be lower, for instance when it splits into two domain walls of the dimerization; that relaxed energy is not computed here. The net gain is $0.015J$ per site. Direct minimization on a 16-site ring also gives $\delta_0=0.157$. The agreement is close partly because $\delta_0$ lies between the two couplings from which $A$ and $R$ were obtained. With $R$ omitted the formula would give 0.218, so at this dimerization the regular term matters.

**Temperature.** At $k_BT\gg\Delta$ the thermal length $v/k_BT$ replaces $\xi$ as the upper cutoff. The magnetic gain becomes $cJ^2\delta^2/k_BT$, with $c$ a number not determined here. Both terms are now quadratic, and the uniform lattice becomes unstable below $k_BT\sim 2cJ^2/K'$. This has the same dependence on $J$ and $K'$ as the zero-temperature gap. The estimate treats the distortion as static and coherent between chains; quantum motion of the atoms is left out.

**Another dimension.** For general $x<1$ the same integral gives $g^2\xi^{2-2x}$ with $\xi\sim g^{-1/(2-x)}$, hence $\varepsilon\sim g^{2/(2-x)}$. This exponent is below 2, so the lattice is unstable at arbitrary stiffness and $\delta_0$ is a power of $1/K'$. For $x>1$ the integral converges at long distance, the gain is quadratic in $\delta$, and a stiff enough lattice is stable. At $x=1$, the free-fermion value, the integral is logarithmic and $\varepsilon\simeq G\delta^2\ln(1/\delta)$, with $G$ an energy. A regular $\delta^2$ term is present here too and is again absorbed into the elastic constant, $K\to K'$; it changes the prefactor of $\delta_0$. Minimizing with the term $K'\delta^2/2$ gives $2G\ln(1/\delta_0)=K'+G$, so

$$
\delta_0=e^{-(K'+G)/2G}.
$$

The lattice is still unstable at any stiffness, but the distortion is exponentially small for a stiff lattice. The lower dimension 1/2 is what turns this into a power law.

### A gap induced by a uniform field

Now drop the dimerization and add to the chain

$$
D\sum_j(-1)^j(\mathbf S_j\times\mathbf S_{j+1})^z-H\sum_jS_j^x .
$$

Here $H=g_s\mu_BB_0$ is the Zeeman energy in a magnetic field $B_0$ and $g_s$ is the g-factor. Because

$$
(\mathbf S_j\times\mathbf S_{j+1})^z=\tfrac i2\left(S_j^+S_{j+1}^--S_j^-S_{j+1}^+\right),
$$

the transverse part of each nearest-neighbour bond is

$$
\tfrac12\left[J+i(-1)^jD\right]S_j^+S_{j+1}^-+\text{h.c.}
=\tfrac12\sqrt{J^2+D^2}\,e^{i(-1)^j\alpha}S_j^+S_{j+1}^-+\text{h.c.},
$$

with $\tan\alpha=D/J$. Rotate the spins about $z$ by alternating angles, $S_j^+=e^{i\theta_j}\tilde S_j^+$ with $\theta_j=-(-1)^j\alpha/2$. Then $\theta_j-\theta_{j+1}=-(-1)^j\alpha$ cancels the phase. Sites $j$ and $j+2$ turn by equal angles, so the $J_2$ term is unchanged. The field term is not:

$$
S_j^x=\cos\tfrac\alpha2\,\tilde S_j^x+(-1)^j\sin\tfrac\alpha2\,\tilde S_j^y .
$$

The uniform field has produced a staggered one, perpendicular to it:

$$
h=H\sin\frac\alpha2\simeq\frac{HD}{2J}.
$$

The full spectra before and after the rotation agree to rounding error on a six-site ring with $J_2=0$. The rotation leaves an exchange anisotropy $\sqrt{J^2+D^2}-J\simeq D^2/2J$, which is neglected below.

The uniform field is much larger than $h$, so its effect on the gap must be examined. Take the spin axis along the uniform field and describe the chain by a boson $\phi$ and its dual $\theta$. The spin density along the axis is $\partial_x\phi/\pi$, and the part of the Hamiltonian density containing $\phi$ is

$$
\frac{v}{2\pi\kappa}(\partial_x\phi)^2-\frac H\pi\partial_x\phi
=\frac{v}{2\pi\kappa}\left(\partial_x\phi-\frac{\kappa H}{v}\right)^2-\frac{\kappa H^2}{2\pi v},
$$

with $\kappa=1/2$ at zero field. The shift $\phi\to\phi+\kappa Hx/v$ removes the field apart from a constant energy. The staggered magnetization perpendicular to the field is proportional to the cosine of $\theta$, which the shift leaves alone. Its dimension is $1/(4\kappa)=1/2$. To leading order the lowest gap is therefore that of the staggered field alone:

$$
\Delta\simeq B_hJ\left(\frac hJ\right)^{2/3}\simeq B_hJ\left(\frac{HD}{2J^2}\right)^{2/3}.
$$

This is the Oshikawa-Affleck gap. On a 12-site ring with $h=0.2J$, a perpendicular uniform field of $0.4J$ changes the lowest gap from $0.670J$ to $0.652J$, a decrease of 3 percent. Subtracting the Zeeman energy would have left $0.27J$. At larger fields $\kappa$ and $v$ themselves depend on $H$, and the simple power law fails.

For $D=0.1J$ and $g_s=2$, $\sin(\alpha/2)=0.0498$. At 5 T, $H=0.336J$, so

$$
\frac hJ=0.336\times0.0498\simeq0.0167,\qquad
\frac\Delta J\simeq1.97\,(0.0167)^{2/3}\simeq0.129 .
$$

The gap is 2.6 K, or 0.22 meV. At 10 T it is 4.1 K, or 0.35 meV, larger by $2^{2/3}=1.59$. These staggered fields lie below the range in which $B_h$ was measured. The ring test had a uniform field smaller than the gap, $H/\Delta\simeq0.6$, whereas here $H/\Delta\simeq2.6$ and $3.3$, and at 10 T the uniform field, $0.67J$, exceeds the one tested. Both figures therefore rest on the leading-order argument rather than on a direct check.

### Logarithms at $J_2=0$

For the pure Heisenberg chain the marginal coupling $y$ is present. Its term $2\pi vy\int dx\,\mathbf J_L\cdot\mathbf J_R$ acts on the lowest states of a ring through $\mathbf J_{L,R}\to\mathbf S_{L,R}/L$, with two spins 1/2. It shifts the dimension by

$$
y\,\mathbf S_L\cdot\mathbf S_R=
\begin{cases}-\frac34y&\text{singlet: dimerization}\\[2pt]+\frac14y&\text{triplet: staggered magnetization.}\end{cases}
$$

I take the leading flow $dy/dl=y^2$, with $l$ the logarithm of length, as known. Here $y$ is negative, so $y\simeq-1/l$. On 16 sites, with the exact velocity $\pi J/2$ of this chain taken as known (the current state on rings gives $1.59J$), the singlet and triplet dimensions are 0.72 and 0.44, split in the expected directions. The combination $(3x_T+x_S)/4$, from which the first-order shifts cancel, is 0.51. The triplet data from 8 to 16 sites give a change of $1/|y|$ per unit $\ln L$ of 1.09, and the singlet data give about 0.87, against 1 at leading order.

Let $s=\mathbf S_L\cdot\mathbf S_R$. The perturbation now grows as

$$
\frac{d\ln g}{dl}=\frac32-sy=\frac32+\frac sl .
$$

It reaches order one at $l^*$, where $\frac32l^*+s\ln l^*=\ln(1/g)$. Hence

$$
\Delta\sim Je^{-l^*}\sim Jg^{2/3}(l^*)^{2s/3},\qquad l^*\simeq\tfrac23\ln(1/g).
$$

With $s=-\frac34$ and $s=\frac14$,

$$
\Delta_\delta\sim J\frac{\delta^{2/3}}{|\ln\delta|^{1/2}},\qquad
\Delta_h\sim J\left(\frac hJ\right)^{2/3}\left|\ln\frac hJ\right|^{1/6}.
$$

Since $\varepsilon\sim\Delta^2/v$, the dimerization gain becomes $\delta^{4/3}/|\ln\delta|$. It still exceeds $\delta^2$ at small $\delta$, so the lattice instability survives. The amplitudes quoted above belong to the critical $J_2$ and should not be carried over to $J_2=0$. There the effective gap amplitudes at $g=0.1$ on 18 sites are 1.78 for dimerization and 2.18 for the staggered field, and with the same $K=2J$ direct minimization on 20 sites gives $\delta_0\simeq0.10$ and a gap of $0.37J$, about 7 K instead of 13 K. The remaining figures are in the numerical output below.

## Calculated quantities

```
critical J2/J                        0.2407
velocity v/J at critical J2          1.1748
x triplet, x singlet at critical J2  0.4998 0.5007
central charge                       1.005
bulk energy per site / J             -0.40202
J2=0: v/J from rings, pi/2           1.5936 1.5708
J2=0, L=16: x triplet, x singlet     0.4380 0.7226
J2=0, L=16: (3 x_T + x_S)/4          0.5092
J2=0: change of 1/|y| per ln L       1.094
dimer: gaps/J at g=0.1, 0.2, 0.4   0.4664 0.7410 1.1953
dimer: gains/J at g=0.1, 0.2, 0.4  0.02278 0.05376 0.12358
dimer: gap power (g=0.1 to 0.2)    0.668
dimer: gain power, two-point raw   1.239
dimer: gain power, g^2 eliminated  1.292
dimer: amplitudes B, A, R          2.165 0.544 -0.246
dimer: collapse ratio L=18/L=12    1.002
dimer: A*v/(J*B^2)                 0.1363
staggered: gaps/J at g=0.1, 0.2, 0.4   0.4244 0.6626 1.0440
staggered: gains/J at g=0.1, 0.2, 0.4  0.02026 0.04957 0.11979
staggered: gap power (g=0.1 to 0.2)    0.642
staggered: gain power, two-point raw   1.291
staggered: gain power, g^2 eliminated  1.318
staggered: amplitudes B, A, R          1.970 0.458 -0.101
staggered: collapse ratio L=18/L=12    1.007
staggered: A*v/(J*B^2)                 0.1387
log powers of gap: dimer, staggered  -0.4990 0.1665
elastic constant K/J, K'/J           2.0 2.491
delta0 with bare K (no g^2 term)     0.2182
delta0 with K', direct L=16          0.1570 0.1569
net gain/J: scaling with K', direct  0.01534 0.01529
gap at delta0 / J                    0.6300
J/k_B                                20.0 K
gap at delta0                        12.60 K = 1.086 meV
rotation test: largest level error/J 8.0e-15
L=12, h/J=0.2: gap/J at H/J=0, 0.4   0.6701 0.6522
D/J, g-factor                        0.10 2.0
sin(alpha/2), D/(2J)                 0.04981 0.05000
field 5 T: H/J, h/J, gap/J          0.3359 0.01673 0.1289
field 5 T: gap                      2.58 K = 0.222 meV
field 10 T: H/J, h/J, gap/J          0.6717 0.03346 0.2046
field 10 T: gap                      4.09 K = 0.353 meV
gap factor on doubling the field     1.587
```
